# Local and wafer-average curvature in the stress of a nonuniform film, part 2

A free circular wafer (radius $R$, thickness $h_s$, isotropic constants $E_s,\nu_s$) carries a film (thickness $h_f\ll h_s$, constants $E_f,\nu_f$) on one whole face. We want the film stresses $\sigma_r,\sigma_\theta$ from a curvature map when the stress varies with radius $r$.

Tension is positive, a prime means $d/dr$, and $\rho=r/R$. Height $z$ runs from the substrate's midplane towards the film, and the deflection $w$ is positive that way. The midplane's radial displacement is $u$. Units are any consistent set.

$$\kappa_r=w'',\qquad \kappa_\theta=\frac{w'}{r},\qquad K=\kappa_r+\kappa_\theta .$$

$K$ is the change between measurements before and after deposition on the same support, which removes the sag if deflections are small beside the thickness. $\bar K$ is its area average.

The misfit strain $\varepsilon_m(r)$ is the strain the film would take if cut free. With surface strains $\varepsilon_r,\varepsilon_\theta$,

$$\varepsilon_r=u'-z\kappa_r,\qquad \varepsilon_\theta=\frac{u}{r}-z\kappa_\theta ,$$

$$\sigma_r=\frac{E_f}{1-\nu_f^2}\left[(\varepsilon_r-\varepsilon_m)+\nu_f(\varepsilon_\theta-\varepsilon_m)\right],$$

and $\sigma_\theta$ follows by exchanging $r$ and $\theta$. At leading order

$$\sigma_r=\sigma_\theta=\sigma_m(r)=-\frac{E_f\,\varepsilon_m(r)}{1-\nu_f},$$

and the film force per length is $N=h_f\sigma_m$. Moments per length of the whole stack are defined by $M_r=-\int\sigma_r z\,dz$; $M_r=0$ at the free edge. Their balance gives the bending equation

$$D\,K'=\tfrac12h_sN',\qquad D=\frac{E_sh_s^3}{12(1-\nu_s^2)} .$$

Plate theory fails in an edge zone a few $h_s$ wide.

Two calculations tested the stress formula below. One minimizes the elastic energy of both layers, keeping the film's thickness and stiffness. The other treats the substrate as a three-dimensional solid under a film stress proportional to $(1-\rho^2)^3$; its error, for $r\le0.7R$, scales as $(h_s/R)^2$.

The results are

$$K=A\sigma_m+\tfrac12(1-\nu_s)\bar K,\qquad A=\frac{6(1-\nu_s^2)h_f}{E_sh_s^2},\qquad \bar K=2\kappa_\theta(R),$$

$$\sigma_r+\sigma_\theta=P\left[K+\beta(K-\bar K)\right],\qquad P=\frac{E_sh_s^2}{6h_f(1-\nu_s)},\qquad \beta=\frac{1-\nu_s}{1+\nu_s}.$$

Stoney's formula, applied point by point, keeps only $PK$ and omits the deviation term.

**Q:** If I had used Stoney's formula at every point, would at least my average stress be right?

**A:** Yes, within this model. Average the first relation over the wafer, with $\bar\sigma$ the average of $\sigma_m$: $\bar K=A\bar\sigma+\tfrac12(1-\nu_s)\bar K$. Moving the last term to the left gives $\tfrac12(1+\nu_s)\bar K=A\bar\sigma$, so

$$\bar K=\frac{2A\bar\sigma}{1+\nu_s}=\frac{12(1-\nu_s)h_f}{E_sh_s^2}\,\bar\sigma .$$

This is Stoney's formula for the averages. The variations come out wrong. The local estimate of the stress is half of $PK$, and $P/2=(1+\nu_s)/(2A)$. Inserting $\bar K$ into $K$ gives $K=A(\sigma_m+\beta\bar\sigma)$, and therefore

$$\tfrac12PK=\tfrac12\left[(1+\nu_s)\sigma_m+(1-\nu_s)\bar\sigma\right].$$

The local estimate mixes the true stress with its average. Deviations from the average are shrunk by the factor $(1+\nu_s)/2$, which lies between 0.5 and 0.75 for $\nu_s$ between 0 and 0.5. A nonuniform film then looks more uniform than it is.

**Q:** Does the map also tell me about the load on the interface?

**A:** It gives the radial traction. Let $\tau$ be the outward traction that the film exerts on the wafer; the wafer pulls back on the film with $-\tau$. Since the film force is equal in both directions, the film's balance is $N'-\tau=0$. With $N'=h_fK'/A$,

$$\tau=\frac{E_sh_s^2}{6(1-\nu_s^2)}\,K' .$$

A uniform film exerts no such traction away from the edge zone. There the film force ends and the shear is concentrated, which this expression does not describe.

**Q:** You set $\sigma_r=\sigma_\theta$. Is their difference really zero?

**A:** It is zero at leading order, and the next order is available. I need the in-plane displacement $u$ of the midplane. The forces in the substrate are $E_sh_s(u'+\nu_su/r)/(1-\nu_s^2)$ radially and the same with $u'$ and $u/r$ exchanged in the hoop direction. Their balance includes $\tau=N'$. The algebra is that of the bending equation with $u$ in place of $w'$, because $(u/r)'=(u'-u/r)/r$:

$$\frac{E_sh_s}{1-\nu_s^2}\left(u'+\frac ur\right)'=-N' .$$

The bending equation reads $K'=6(1-\nu_s^2)N'/(E_sh_s^2)$. Eliminating $N'$ gives $(u'+u/r)'=-(h_s/6)K'$. So $v=u+(h_s/6)w'$ obeys $(v'+v/r)'=0$. Integrating once, $(rv)'=2cr$ with a constant $c$; integrating again, $v=cr$, since a term in $1/r$ would be singular at the centre. This $v$ has equal radial and hoop strains, so

$$u'-\frac ur=-\frac{h_s}{6}(\kappa_r-\kappa_\theta).$$

At the film, $z=h_s/2$, bending adds $-\tfrac12h_s(\kappa_r-\kappa_\theta)$. The sum of the two factors is $\tfrac16+\tfrac12=\tfrac23$. In the difference of the film stresses the misfit cancels, and Hooke's law leaves the factor $E_f/(1+\nu_f)$:

$$\sigma_r-\sigma_\theta=-\frac{2E_fh_s}{3(1+\nu_f)}(\kappa_r-\kappa_\theta).$$

Here the film's own constants do enter, because this difference comes from the strain that the wafer imposes on the film.

**Q:** Give me numbers for a wafer I could hold.

**A:** Take a (001) silicon wafer with $R=150$ mm and $h_s=775$ µm, and a tensile film of 100 nm resembling silicon nitride, with $E_f=250$ GPa and $\nu_f=0.25$. Let $\varepsilon_m=-0.0030\,(1-0.3\rho^2)$. The film's biaxial modulus is $250/0.75=333$ GPa, so the misfit stress is 1000 MPa at the centre and 700 MPa at the rim. The area average of $\rho^2$ is one half, which gives $\bar\sigma=850$ MPa.

Silicon is cubic. Rough stiffnesses of 166, 64 and 80 GPa for $c_{11},c_{12},c_{44}$, averaged over in-plane directions, give $E_s=151.9$ GPa and $\nu_s=0.159$. Then $\beta=0.725$ and

$$P=\frac{151.9\times10^9\,(775\times10^{-6})^2}{6\times10^{-7}\times0.841}\ \text{Pa m}\approx181\ \text{MPa km}.$$

The two-layer energy calculation supplies both the curvature and the true film stress sum:

| $r$ (mm) | $K$ (1/km) | true (MPa) | local Stoney (MPa) | full formula (MPa) |
|---|---|---|---|---|
| 0 | 10.354 | 1998 | 1872 | 1998 |
| 75 | 9.873 | 1848 | 1786 | 1849 |
| 150 | 8.432 | 1399 | 1525 | 1399 |

The last row is the plate model's value at the rim and ignores the edge zone. With $\bar K=9.393$ per km, the centre has $K-\bar K=0.961$ per km. The bracket is $10.354+0.725\times0.961=11.05$ per km, and multiplication by $P$ gives 2.00 GPa. The local estimate is 6% too low at the centre and 9% too high at the rim, relative to the true sum there. Its drop from centre to rim is 348 MPa instead of 600 MPa, a ratio of 0.58, which is $(1+\nu_s)/2$.

**Q:** How large are the traction and the stress difference?

**A:** Near the rim $N'=-2\times0.3\times10^{9}\times10^{-7}/0.15=-400$ Pa, a very small inward traction. For the difference, $\kappa_\theta(R)=\bar K/2=4.697$ per km, and so $\kappa_r=8.432-4.697=3.735$ per km. With $\kappa_r-\kappa_\theta=-0.96$ per km the formula gives 0.10 MPa, against a sum of 1399 MPa.

**Q:** And the bow?

**A:** From $(rw')'=rK$ with $K=A[\sigma_0(1-a\rho^2)+\beta\bar\sigma]$, where $\sigma_0=1000$ MPa and $a=0.3$,

$$w'=A\left[\frac{(\sigma_0+\beta\bar\sigma)r}{2}-\frac{a\sigma_0r^3}{4R^2}\right].$$

Integrating from centre to rim,

$$w(R)-w(0)=AR^2\left[\frac{\sigma_0+\beta\bar\sigma}{4}-\frac{a\sigma_0}{16}\right].$$

The bracket is $404-19=385$ MPa, and with $A=6.41\times10^{-12}$ per Pa m the bow is 55.6 µm. The two-layer calculation gives 55.5 µm.

**Q:** My instrument does not see the outer 3 mm. Then I do not have $\bar K$.

**A:** You have an average over $r<147$ mm. For this parabolic profile $K$ falls by 1.922 per km from centre to rim. With $\rho_c=0.98$ the truncated average is too high by $1.922\,(1-\rho_c^2)/2=0.038$ per km. The stress sum shifts by $P\beta\times0.038\approx5$ MPa, or 0.25% of its central value. With the same total drop in $K$, a fall in proportion to $\rho^8$ instead of $\rho^2$ would cost about 1.5 times as much.

**Q:** You averaged silicon's elastic constants. The correction depends on $\nu_s$, and silicon's Poisson ratio varies strongly with direction. Why should the average be the right one?

**A:** It is not quite right, and for parabolic stress the error can be derived. Let $q_{11},q_{12}$ be the in-plane stiffnesses of a thin cubic plate, $B=q_{11}+q_{12}$ its biaxial modulus, and $G_1=(q_{11}-q_{12})/2$, $G_2=c_{44}$ its two shear moduli. Let $I=h_s^3/12$. Try moments of the whole stack

$$M_{xx}=s\left(1-\frac{x^2+3y^2}{R^2}\right),\quad M_{yy}=s\left(1-\frac{3x^2+y^2}{R^2}\right),\quad M_{xy}=\frac{2sxy}{R^2}.$$

They are in equilibrium: $\partial_xM_{xx}+\partial_yM_{xy}=(-2x+2x)s/R^2=0$, and likewise for $y$. In polar components $M_{rr}=s(1-\rho^2)$ and $M_{r\theta}=0$, so the edge is free. For the shape try

$$w=\tfrac12\alpha r^2+br^4+\gamma(x^4-6x^2y^2+y^4).$$

The last term has zero Laplacian, so $K=2\alpha+16br^2$ does not depend on direction. The moment law has three parts. The difference $M_{xx}-M_{yy}=2IG_1(\kappa_{xx}-\kappa_{yy})$ gives $8b+24\gamma=s/(IG_1R^2)$. The twist $M_{xy}=2IG_2\kappa_{xy}$ gives $8b-24\gamma=s/(IG_2R^2)$. The sum $M_{xx}+M_{yy}=IBK-h_sN$ has a constant and an $r^2$ part, which fix $\alpha$ and $s$. All conditions are met. Adding the first two,

$$16b=\frac{s}{IR^2}\left(\frac1{G_1}+\frac1{G_2}\right).$$

An isotropic plate has the same equations with $G_1=G_2=G$. The cubic plate therefore shows the $K$ of an isotropic plate with the harmonic mean of the two shear moduli, whereas I had used the arithmetic mean.

**Q:** What does that cost here?

**A:** In an isotropic plate $B=E_s/(1-\nu_s)$ and $G=E_s/[2(1+\nu_s)]$, so $\beta=2G/B$. The stated constants give $q_{11}=c_{11}-c_{12}^2/c_{11}=141.3$ GPa and $q_{12}=c_{12}-c_{12}^2/c_{11}=39.3$ GPa. Then $B=180.7$, $G_1=51.0$ and $G_2=80$ GPa. The harmonic mean is 62.3 GPa and $\beta=0.690$ instead of 0.725. At the centre the stress sum exceeds its average by 300 MPa. The formula with the arithmetic mean returns $300\times1.725/1.690$, which is 6 MPa too much. A separate numerical solution of the cubic disc gives a largest error of 6.3 MPa, the same with and without averaging over directions.

**Q:** You told me to subtract the sag under gravity. Is that safe?

**A:** Not for this wafer on an edge ring. With the film side up and a density of about 2.3 g/cm³, its sag there is 103 µm, nearly twice the bow from the film and in the same direction. Subtraction is justified by linearity, and at these deflections linearity is imperfect, because a plate bent into a bowl must also stretch. I repeated the calculation with this stretching included and compared the formula's output with its value in the linear theory, for $r\le147$ mm. Without gravity the largest shift of the stress sum was 15 MPa. With gravity and the ring, after subtracting the computed shape before deposition, it was 126 MPa, or 6% of the central sum. In this example that happens to be as large as the error that the deviation term was meant to remove.

**Q:** Why does a load that I subtract make it so much worse?

**A:** Stretching strain grows as the square of the slope, its energy as the fourth power, and the restoring force as the cube. If sag $g$ and film bow $f$ had the same shape, the cubic force left after subtraction would be $(g+f)^3-g^3=f^3+3gf^2+3g^2f$. With $g/f=1.86$ this is 17 times $f^3$. The computed shifts differ by a factor of only about 8. The cubic estimate shows how subtraction leaves cross terms, but it leaves out a second effect. A nonuniform film sets up in-plane forces even in a flat wafer, and these act on the slope. Their contribution grows only in proportion to $g+f$, which lowers the ratio. Holding the wafer vertically removes the transverse load. A support ring at about $0.7R$ greatly reduces the sag, because the weight of the overhanging rim counteracts it; much further in, the rim droops and the sag grows again. If the sag remains comparable to the film's bow, the map may need a large-deflection analysis.

**Q:** How close is all this to a real wafer?

**A:** The diameter and thickness are those of a standard 300 mm wafer, and a tensile stress near 1 GPa is a rough typical value for silicon nitride grown at low pressure and high temperature. That process coats both faces, so the back film must be removed before the bow means what it does here. The 30% fall of stress from centre to rim was chosen large to make the correction visible; I would expect a well-controlled process to do much better. Among the effects sized here, the assumption of linear bending on a horizontal edge ring, with the film side up, moves the number most, by 126 MPa. Anisotropy moves it by 6 MPa, the missing rim by 5 MPa and the finite film thickness by 0.3 MPa. The three-dimensional error, scaled as $(h_s/R)^2$ from the earlier test profile, would be about $10^{-5}$ of the central sum, but that profile has no film force at the rim. Here the film force is still large where it ends, and a $\bar K$ that includes the edge zone brings in an error of first order in $h_s/R$, a ratio of 0.005 for this wafer. A patterned film, or a stress that varies around the wafer, lies outside the derivation, and I have not sized either. The numerical output lists the main inputs and results.

## Calculated quantities

```
TESTS (relative errors of the stress-sum formula)
two-layer plate, hf/h = 1e-3:            6.37e-04
two-layer plate, hf/h = 5e-4:            3.19e-04
two-layer plate, hf/h = 1e-5:            6.38e-06
local Stoney on the same plate:          0.204
3D elastic plate, h/R = 0.10:            3.89e-03
3D elastic plate, h/R = 0.05:            9.92e-04
EXAMPLE: inputs
silicon c11, c12, c44 (rough):           166, 64, 80 GPa
wafer radius, thickness:                 150 mm, 775 um
film thickness:                          100 nm
film Young modulus, Poisson ratio:       250 GPa, 0.25
misfit strain at centre, edge:           -0.0030, -0.0021
EXAMPLE: results
averaged wafer E_s, nu_s:                151.9 GPa, 0.1593
ratio (1-nu_s)/(1+nu_s):                 0.7252
shrink factor (1+nu_s)/2:                0.5797
misfit stress centre, edge, mean:        1000.0, 700.0, 850.0 MPa
mean curvature sum:                      9.393 1/km
bow, centre to edge:                     55.54 um
bow from closed form:                    55.58 um
r (mm) | K (1/km) | film sum, local Stoney, full formula (MPa)
   0.0 | 10.354 | 1998.2, 1872.4, 1998.4
  75.0 | 9.873 | 1848.3, 1785.5, 1848.5
 150.0 | 8.432 | 1398.5, 1524.8, 1398.8
stress difference s_r - s_t at edge:     0.0993 MPa
radial traction on wafer near edge:      -399.7 Pa
NEGLECTED EFFECTS (largest shift of the stress sum, r <= 147 mm)
silicon anisotropy, point by point:      6.31 MPa
silicon anisotropy, ring-averaged:       6.31 MPa
large deflection, no gravity:            14.995 MPa
large deflection, edge ring and gravity: 126.402 MPa
finite film thickness:                   0.275 MPa
film stress relaxed by wafer strain:     1.783 MPa
3 mm edge exclusion in the average:      4.990 MPa
3D plate error scaled to h/R of wafer:   1.1e-05 (relative)
gravity sag on edge ring (subtract it):  103.1 um
```
